# Zero Modes and Velocity Collapse in a Metallic Tube under Perpendicular Field: a program that tests the result

```python
"""
Metallic tube in a perpendicular magnetic field: reduced Dirac velocity.

Result under test: the Dirac Hamiltonian on a cylinder of radius R,
    H = hbar v [ -i sigma_x d/dx + sigma_y (k + (R/l^2) sin(phi)) ],  x = R phi,
has at k = 0 the zero modes exp(+-lam cos(phi)), lam = (R/l)^2, and its
crossing bands have the slope v / I0(2 lam) there.
Symbols: l magnetic length, k axial wavevector, kappa = k R,
eta = dimensionless circumferential shift (axial flux in units of h/e),
energies inside the functions are in units of hbar v / R unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigvalsh, svdvals
from scipy.optimize import brentq
from scipy.special import i0

MODES = np.arange(-60, 61)
SIGMA_X = np.array([[0, 1], [1, 0]], dtype=complex)
SIGMA_Y = np.array([[0, -1j], [1j, 0]])
SIGMA_Z = np.diag([1.0, -1.0])


def hamiltonian(kappa, lam, eta=0.0):
    """Dirac Hamiltonian in the Fourier basis exp(i m phi)."""
    size = len(MODES)
    sine = (np.eye(size, k=-1) - np.eye(size, k=1)) / 2j
    around = np.diag(MODES + eta)
    along = kappa * np.eye(size) + lam * sine
    return np.kron(SIGMA_X, around) + np.kron(SIGMA_Y, along)


def levels(kappa, lam, eta=0.0):
    """Non-negative half of the symmetric spectrum, ascending."""
    return eigvalsh(hamiltonian(kappa, lam, eta))[len(MODES):]


def plateau_energy(kappa, lam):
    """Strong-field formula for the nearly flat level, |kappa| < lam."""
    alpha = np.arcsin(kappa / lam)
    c = np.cos(alpha)
    return (2 * np.sqrt(lam * c / np.pi) * np.sinh(np.pi * kappa)
            * np.exp(-2 * lam * c - 2 * alpha * kappa))


# ---- zero modes: numerical eigenvectors against the closed form ----
# A tiny sigma_z term only separates the two degenerate sublattice states.
lam_test = 2.0
size = len(MODES)
splitter = 1e-6 * np.kron(SIGMA_Z, np.eye(size))
values, vectors = eigh(hamiltonian(0.0, lam_test) + splitter)
assert abs(values[size] - 1e-6) < 1e-10
assert abs(values[size - 1] + 1e-6) < 1e-10
phi = np.linspace(-np.pi, np.pi, 41)
waves = np.exp(1j * np.outer(phi, MODES)) / np.sqrt(2 * np.pi)
for column, block, sign in ((size, slice(0, size), -1),
                            (size - 1, slice(size, 2 * size), +1)):
    density = abs(waves @ vectors[block, column])**2
    norm = quad(lambda p: np.exp(2 * sign * lam_test * np.cos(p)),
                -np.pi, np.pi)[0]
    expected = np.exp(2 * sign * lam_test * np.cos(phi)) / norm
    assert np.max(abs(density - expected)) < 1e-7
    assert abs(norm / (2 * np.pi * i0(2 * lam_test)) - 1) < 1e-9

# ---- slope at the node, from diagonalization ----
for lam_test in (0.2, 1.0, 3.0, 5.0):
    slope = levels(1e-3, lam_test)[0] / 1e-3
    assert abs(slope * i0(2 * lam_test) - 1) < 1e-4

# ---- weak- and strong-field limits of the slope ----
weak = levels(1e-3, 0.05)[0] / 1e-3
assert abs((1 - weak) / 0.05**2 - 1) < 0.02
strong = levels(1e-3, 5.0)[0] / 1e-3
assert abs(np.sqrt(4 * np.pi * 5.0) * np.exp(-10.0) / strong - 1) < 0.03

# ---- a circumferential shift is reduced by the same factor ----
gap_level = levels(0.002, 2.0, 0.003)[0]
assert abs(gap_level * i0(4.0) / np.hypot(0.002, 0.003) - 1) < 1e-4

# ---- plateau formula: error must be small and fall with field ----
errors = [abs(plateau_energy(0.3 * s, s) / levels(0.3 * s, s)[0] - 1)
          for s in (6.0, 12.0)]
assert errors[1] < 0.02 and errors[1] < 0.7 * errors[0]

# ---- next level tends to sqrt(2) hbar v / l ----
assert abs(levels(0.0, 40.0)[1] / np.sqrt(80.0) - 1) < 0.01

# ---- worked example: lengths in nm, energies in eV ----
radius = 10.0
field = 20.0
speed = 1.0e6
hbar_v = const.hbar * speed / const.e * 1e9


def magnetic_length(b):
    return np.sqrt(const.hbar / (const.e * b)) * 1e9


length = magnetic_length(field)
lam = (radius / length)**2
unit = hbar_v / radius
reduction = i0(2 * lam)
upper_half = (quad(lambda p: np.exp(2 * lam * np.cos(p)), -np.pi/2, np.pi/2)[0]
              / quad(lambda p: np.exp(2 * lam * np.cos(p)), -np.pi, np.pi)[0])


# ---- independent road: tight-binding armchair tube with Peierls phases ----
def lattice_node(cells):
    """Return lattice constant, hopping, node shift (1/nm) and v*/v."""
    a = 2 * np.pi * radius / (np.sqrt(3) * cells)
    hopping = 2 * hbar_v / (np.sqrt(3) * a)
    bond = a / np.sqrt(3)
    sites = np.arange(2 * cells)
    start = 1.5 * bond * sites / radius
    end = start - 0.5 * bond / radius
    # bond average of e A_y / hbar
    vector_potential = (radius / length**2
                        * (np.cos(end) - np.cos(start)) / (start - end))

    def log_product(k):
        return np.sum(np.log(2 * np.cos((k + vector_potential) * a / 2)))

    dirac = 2 * np.pi / (3 * a)
    node = brentq(log_product, dirac - 0.1, dirac + 0.1, xtol=1e-14)
    step = 0.01 / radius
    energies = []
    for k in (node, node + step, node - step):
        matrix = hopping * np.eye(2 * cells)
        matrix[sites, sites - 1] = (2 * hopping
                                    * np.cos((k + vector_potential) * a / 2))
        energies.append(svdvals(matrix)[-1])
    assert energies[0] < 1e-3 * energies[1]
    slope = (energies[1] + energies[2]) / (2 * step)
    return a, hopping, node - dirac, slope / hbar_v


a_lat, t_lat, shift_lat, ratio_lat = lattice_node(147)
a_fine, t_fine, shift_fine, ratio_fine = lattice_node(294)
shift_formula = -a_lat * radius**2 / (2 * np.sqrt(3) * length**4)
error_lat = ratio_lat * reduction - 1
error_fine = ratio_fine * reduction - 1
assert abs(shift_lat / shift_formula - 1) < 0.02
assert abs(error_lat) < 0.03
assert abs(error_fine) < 0.5 * abs(error_lat)

# ---- sizes of neglected effects ----
bohr_magneton = const.physical_constants["Bohr magneton in eV/T"][0]
zeeman = 2.0 * bohr_magneton * field
kappa_fermi = brentq(lambda q: levels(q, lam)[0] * unit - zeeman / 2,
                     1e-6, 0.9 * lam)
dq = 1e-3
fermi_ratio = (levels(kappa_fermi + dq, lam)[0]
               - levels(kappa_fermi - dq, lam)[0]) / (2 * dq)
assert fermi_ratio > 1 / reduction
thermal = const.k * 4.2 / const.e
tilt_flux = (np.pi * (radius * 1e-9)**2 * field * np.sin(np.radians(1.0))
             / (const.h / const.e))
tilt_gap = 2 * levels(0.0, lam, tilt_flux)[0] * unit
coulomb = const.e / (4 * np.pi * const.epsilon_0 * length * 1e-9)
shell_hopping = 0.11
twist = 15.0
mismatch = 8 * np.pi / (3 * a_lat) * np.sin(np.radians(twist / 2))
shell_weight = 6 * (shell_hopping / (hbar_v * mismatch))**2

print(f"Radius R = {radius:.1f} nm, field B = {field:.1f} T")
print(f"Dirac velocity v = {speed:.2e} m/s")
print(f"hbar v = {hbar_v:.4f} eV nm")
print(f"hbar v / R = {unit*1e3:.2f} meV")
print(f"Magnetic length l = {length:.3f} nm")
print(f"lam = (R/l)^2 = {lam:.4f} (dimensionless)")
print(f"I0(2 lam) = {reduction:.3f} (dimensionless)")
print(f"Reduced velocity v* = {speed/reduction:.4e} m/s")
print(f"v*/v from formula = {1/reduction:.6f}")
print(f"v*/v from diagonalization = {levels(1e-3, lam)[0]/1e-3:.6f}")
print(f"B-mode probability on |phi|<pi/2 = {upper_half:.5f}")
print(f"Node density of states, B=0: {4/(np.pi*hbar_v):.3f} /(eV nm)")
print(f"Node density of states, B on: "
      f"{4*reduction/(np.pi*hbar_v):.1f} /(eV nm)")
print(f"Plateau edge R/l^2 = {radius/length**2:.4f} 1/nm")
print(f"Energy/linear law at kR=0.25: "
      f"{levels(0.25, lam)[0]*reduction/0.25:.4f}")
print("Flat level: k l^2/R, E diagonalized (meV), E formula (meV)")
for part in (0.1, 0.25, 0.5, 0.75):
    print(f"  {part:.2f}  {levels(part*lam, lam)[0]*unit*1e3:.3f}  "
          f"{plateau_energy(part*lam, lam)*unit*1e3:.3f}")
print(f"Next level at k=0, diagonalized = {levels(0, lam)[1]*unit*1e3:.2f} meV")
print(f"sqrt(2) hbar v / l = {np.sqrt(2)*hbar_v/length*1e3:.2f} meV")
print("Field table: B (T), lam, v*/v formula, diagonalized, strong-field")
for b in (5.0, 10.0, 20.0, 30.0, 40.0):
    s = (radius / magnetic_length(b))**2
    print(f"  {b:.0f}  {s:.4f}  {1/i0(2*s):.6f}  "
          f"{levels(1e-3, s)[0]/1e-3:.6f}  "
          f"{np.sqrt(4*np.pi*s)*np.exp(-2*s):.6f}")
print(f"Plateau formula error, k l^2/R=0.3, lam=6: {errors[0]*100:.2f} %")
print(f"Plateau formula error, k l^2/R=0.3, lam=12: {errors[1]*100:.2f} %")
print(f"Armchair lattice (147,147): a = {a_lat:.4f} nm, t = {t_lat:.3f} eV")
print(f"Lattice v*/v = {ratio_lat:.6f}, off formula by {error_lat*100:.3f} %")
print(f"Lattice constant halved: v*/v = {ratio_fine:.6f}, "
      f"off by {error_fine*100:.3f} %")
print(f"Shift of v*/v on halving = {ratio_fine-ratio_lat:.2e}")
print(f"Node shift: lattice {shift_lat:.6f}, formula {shift_formula:.6f} 1/nm")
print(f"Zeeman splitting (g=2) = {zeeman*1e3:.3f} meV")
print(f"Neutral Fermi point with Zeeman: kR = {kappa_fermi:.4f}")
print(f"Velocity there / v = {fermi_ratio:.5f}")
print(f"Thermal energy at 4.2 K = {thermal*1e3:.3f} meV")
print(f"Field tilt 1 degree: axial flux = {tilt_flux:.5f} h/e")
print(f"Gap from this tilt = {tilt_gap*1e3:.4f} meV")
print(f"Same gap without reduction = {2*unit*tilt_flux*1e3:.3f} meV")
print(f"Shell coupling (rough input) = {shell_hopping:.2f} eV, "
      f"twist = {twist:.0f} degrees")
print(f"Weight on neighbour shell, rough = {shell_weight*100:.2f} %")
print(f"Bare Coulomb energy at distance l = {coulomb*1e3:.1f} meV")
print("all good")
```

Output:

```
Radius R = 10.0 nm, field B = 20.0 T
Dirac velocity v = 1.00e+06 m/s
hbar v = 0.6582 eV nm
hbar v / R = 65.82 meV
Magnetic length l = 5.737 nm
lam = (R/l)^2 = 3.0385 (dimensionless)
I0(2 lam) = 72.135 (dimensionless)
Reduced velocity v* = 1.3863e+04 m/s
v*/v from formula = 0.013863
v*/v from diagonalization = 0.013863
B-mode probability on |phi|<pi/2 = 0.99925
Node density of states, B=0: 1.934 /(eV nm)
Node density of states, B on: 139.5 /(eV nm)
Plateau edge R/l^2 = 0.3039 1/nm
Energy/linear law at kR=0.25: 1.0812
Flat level: k l^2/R, E diagonalized (meV), E formula (meV)
  0.10  0.311  0.318
  0.25  1.267  1.302
  0.50  7.196  7.518
  0.75  24.800  25.485
Next level at k=0, diagonalized = 153.94 meV
sqrt(2) hbar v / l = 162.26 meV
Field table: B (T), lam, v*/v formula, diagonalized, strong-field
  5  0.7596  0.600304  0.600304  0.676235
  10  1.5193  0.198578  0.198578  0.209316
  20  3.0385  0.013863  0.013863  0.014181
  30  4.5578  0.000820  0.000820  0.000832
  40  6.0771  0.000046  0.000046  0.000046
Plateau formula error, k l^2/R=0.3, lam=6: 1.37 %
Plateau formula error, k l^2/R=0.3, lam=12: 0.66 %
Armchair lattice (147,147): a = 0.2468 nm, t = 3.080 eV
Lattice v*/v = 0.013907, off formula by 0.320 %
Lattice constant halved: v*/v = 0.013875, off by 0.090 %
Shift of v*/v on halving = -3.20e-05
Node shift: lattice -0.006576, formula -0.006577 1/nm
Zeeman splitting (g=2) = 2.315 meV
Neutral Fermi point with Zeeman: kR = 0.7255
Velocity there / v = 0.04700
Thermal energy at 4.2 K = 0.362 meV
Field tilt 1 degree: axial flux = 0.02651 h/e
Gap from this tilt = 0.0483 meV
Same gap without reduction = 3.490 meV
Shell coupling (rough input) = 0.11 eV, twist = 15 degrees
Weight on neighbour shell, rough = 0.85 %
Bare Coulomb energy at distance l = 251.0 meV
all good
```
